# Hexagon states, loop states and the kagome flat-band touching

**The argument under review**

The argument concerns nearest-neighbour hopping on the kagome lattice, on a torus of \(N\) unit cells, and has three steps.

1. Every hexagon carries a compact eigenstate at the flat-band energy. There are \(N\) hexagons and the flat band holds \(N\) states, so the hexagon states span the flat band.
2. On a torus the hexagon states turn out to be linearly dependent. Two loop states that wind around the torus repair this and complete the flat band.
3. The linear dependence forces the flat band to touch another band.

The first step fails on the periodic torus. The second names the right states but miscounts what they complete. The third reaches a true conclusion from a premise that does not imply it.

**Model and the condition for the flat energy**

Let \(\mathbf a_1,\mathbf a_2\) be lattice vectors of length \(a\) at \(60^\circ\). The cell at \(\mathbf R\) has sites A at \(\mathbf R\), B at \(\mathbf R+\mathbf a_1/2\) and C at \(\mathbf R+\mathbf a_2/2\), labelled \(A(\mathbf R)\), \(B(\mathbf R)\), \(C(\mathbf R)\). The Hamiltonian is

\[
H=t\sum_{\langle ij\rangle}\big(|i\rangle\langle j|+|j\rangle\langle i|\big),\qquad t>0,
\]

with one orbital per site and no interactions. The torus has \(L_1\times L_2=N\) cells, \(L_1,L_2\ge 3\), and periodic boundaries unless stated otherwise.

The bonds form two kinds of triangle per cell:

- up: \(A(\mathbf R),\,B(\mathbf R),\,C(\mathbf R)\);
- down: \(A(\mathbf R),\,B(\mathbf R-\mathbf a_1),\,C(\mathbf R-\mathbf a_2)\).

For each triangle \(T\) let \(|T\rangle\) be the unnormalized sum of its three site states. In \(\sum_T|T\rangle\langle T|\) each site appears on the diagonal twice, because it belongs to two triangles, and each bond appears once, because it belongs to one triangle. Therefore

\[
\sum_T|T\rangle\langle T|=2+\frac{H}{t}
\quad\Longrightarrow\quad
H+2t=t\sum_T|T\rangle\langle T| .
\]

It follows that \(\langle\psi|H+2t|\psi\rangle=t\sum_T|\langle T|\psi\rangle|^2\ge0\). No energy lies below \(-2t\), and a state has energy \(-2t\) if and only if its amplitudes sum to zero on every triangle. For \(t<0\) the flat energy becomes the top of the spectrum and the counting below is unchanged.

**Step 1: the hexagons fall one short**

The hexagon state of cell \(\mathbf R\), centred at \(\mathbf R+(\mathbf a_1+\mathbf a_2)/2\), is

\[
\begin{aligned}
|h_{\mathbf R}\rangle={}&|A(\mathbf R+\mathbf a_2)\rangle-|A(\mathbf R+\mathbf a_1)\rangle
+|B(\mathbf R)\rangle\\
&-|B(\mathbf R+\mathbf a_2)\rangle+|C(\mathbf R+\mathbf a_1)\rangle-|C(\mathbf R)\rangle .
\end{aligned}
\]

The signs alternate around the hexagon. A triangle that meets the hexagon shares one edge with it, hence one \(+1\) and one \(-1\), so all triangle sums vanish. Physically, the two hopping amplitudes onto each outer site cancel.

Now look for linear relations. Suppose \(\sum_{\mathbf R}c_{\mathbf R}|h_{\mathbf R}\rangle=0\). Each site lies on two hexagons, with opposite signs. Reading off the amplitudes on \(A(\mathbf R)\), \(B(\mathbf R)\) and \(C(\mathbf R)\) gives

\[
c_{\mathbf R-\mathbf a_2}-c_{\mathbf R-\mathbf a_1}=0,\qquad
c_{\mathbf R}-c_{\mathbf R-\mathbf a_2}=0,\qquad
c_{\mathbf R-\mathbf a_1}-c_{\mathbf R}=0 .
\]

The coefficients are equal on neighbouring cells, so they are constant over the torus. Conversely, a constant \(c\) satisfies all three equations. There is one relation, \(\sum_{\mathbf R}|h_{\mathbf R}\rangle=0\), and the hexagons have rank \(N-1\).

**Step 2: what the loops complete**

Take a straight row of cells with fixed \(\mathbf a_2\) index \(m\), and a column with fixed \(\mathbf a_1\) index \(n\):

\[
|r_m\rangle=\sum_{\mathbf R\in\text{row }m}\big(|A(\mathbf R)\rangle-|B(\mathbf R)\rangle\big),\qquad
|c_n\rangle=\sum_{\mathbf R\in\text{column }n}\big(|A(\mathbf R)\rangle-|C(\mathbf R)\rangle\big).
\]

In both kinds of triangle the A and B sites belong to the same row, since \(\mathbf R\) and \(\mathbf R-\mathbf a_1\) do. The A and C sites likewise belong to the same column. Each triangle therefore contains both signs or neither, and both loops have energy \(-2t\).

To see that they are new, add up the amplitudes on each sublattice:

\[
|h_{\mathbf R}\rangle:(0,0,0),\qquad |r_m\rangle:(L_1,-L_1,0),\qquad |c_n\rangle:(L_2,0,-L_2).
\]

If \(\alpha|r_m\rangle+\beta|c_n\rangle\) plus some hexagons vanished, the B sum would give \(-\alpha L_1=0\) and the C sum \(-\beta L_2=0\). The two loops are thus independent of the hexagons and of each other, and the rank rises to \(N+1\).

Further parallel loops add nothing. Sum the hexagons whose cells form row \(m\): the C amplitudes cancel in pairs, the A and B amplitudes in row \(m+1\) are \(+1\) and \(-1\), and those in row \(m\) are \(-1\) and \(+1\). Hence

\[
\sum_{\mathbf R\in\text{row }m}|h_{\mathbf R}\rangle=|r_{m+1}\rangle-|r_m\rangle .
\]

The same sum over column \(n\) gives \(|c_n\rangle-|c_{n+1}\rangle\). Hexagons can move a loop sideways but cannot remove it.

It remains to ask whether other states at \(-2t\) exist. Write \(\psi_s(\mathbf R)=u_se^{i\mathbf k\cdot\mathbf R}\), \(k_j=\mathbf k\cdot\mathbf a_j\) and \(z_j=e^{-ik_j}\). The triangle conditions become

\[
u_A+u_B+u_C=0,\qquad u_A+z_1u_B+z_2u_C=0 .
\]

The rows \((1,1,1)\) and \((1,z_1,z_2)\) are parallel only if \(z_1=z_2=1\), that is, at \(\Gamma\). There is one solution at each of the other \(N-1\) momenta and there are two at \(\Gamma\):

\[
\dim\ker(H+2t)=(N-1)+2=N+1 .
\]

The hexagons and two loops therefore span the complete eigenspace at \(-2t\). But one band on this torus has one state per momentum, hence \(N\) states. The eigenspace is larger than a band, so step 2 must be reworded: the loops complete the eigenspace, not the flat band by itself. One loop already brings the count to \(N\). The second reveals a state supplied by another band. At \(\Gamma\) the two states are degenerate, and the Hamiltonian offers no rule for saying which belongs to the flat band.

**The band that touches**

Let \(M\) be the \(2\times3\) matrix with rows \((1,1,1)\) and \((1,z_1,z_2)\). The identity for \(H+2t\) reads \(H(\mathbf k)+2t=tM^\dagger M\). The nonzero eigenvalues of \(M^\dagger M\) are those of

\[
MM^\dagger=\begin{pmatrix}3&g^*\\ g&3\end{pmatrix},\qquad g=1+z_1+z_2,
\]

namely \(3\pm|g|\) where these do not vanish. The three bands are

\[
E_0=-2t,\qquad E_\pm=t(1\pm|g|).
\]

The lower dispersive band meets the flat one when \(|g|=3\), which requires \(z_1=z_2=1\).

For the behaviour near \(\Gamma\), solve the triangle conditions by the cross product of the two rows:

\[
\mathbf f(\mathbf k)=(z_2-z_1,\;1-z_2,\;z_1-1).
\]

This is also the Bloch sum of hexagons: in \(\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|h_{\mathbf R}\rangle\), the site \(A(\mathbf R)\) receives \(+e^{i\mathbf k\cdot(\mathbf R-\mathbf a_2)}-e^{i\mathbf k\cdot(\mathbf R-\mathbf a_1)}=e^{i\mathbf k\cdot\mathbf R}(z_2-z_1)\), and B and C follow in the same way. Using \(|e^{i\alpha}-e^{i\beta}|^2=2-2\cos(\alpha-\beta)\),

\[
|\mathbf f|^2=6-2\cos k_1-2\cos k_2-2\cos(k_1-k_2).
\]

Expanding \(|g|^2\) gives \(3+2\cos k_1+2\cos k_2+2\cos(k_1-k_2)=9-|\mathbf f|^2\).

For small \(k=|\mathbf k|\) at angle \(\theta\) to \(\mathbf a_1\), the phases \(k_1\), \(k_2\) and \(k_1-k_2\) are \(ka\) times the cosines of \(\theta\), \(\theta-60^\circ\) and \(\theta+60^\circ\). The squares of these cosines add to \(3/2\), so

\[
|\mathbf f|^2\simeq k_1^2+k_2^2+(k_1-k_2)^2=\tfrac32(ka)^2,\qquad
|g|\simeq3-\frac{|\mathbf f|^2}{6}=3-\frac{(ka)^2}{4}.
\]

To leading order \(E_-\simeq-2t+t(ka)^2/4\). The touching is quadratic and isotropic at this order.

**Step 3: dependence alone does not force a touching**

A counterexample settles the inference. Put two orbitals \(s\) and \(p\) in each cell and define

\[
|v_{\mathbf R}\rangle=|s,\mathbf R\rangle+|p,\mathbf R+\mathbf a_1\rangle+|p,\mathbf R+\mathbf a_2\rangle,\qquad
H'=t\sum_{\mathbf R}|v_{\mathbf R}\rangle\langle v_{\mathbf R}| .
\]

The compact states

\[
|u_{\mathbf R}\rangle=|p,\mathbf R\rangle-|s,\mathbf R-\mathbf a_1\rangle-|s,\mathbf R-\mathbf a_2\rangle
\]

are orthogonal to every \(|v_{\mathbf R'}\rangle\): where the two overlap, the \(p\) term contributes \(+1\) and the \(s\) term \(-1\). They have zero energy, and they are independent because each has its own \(p\) orbital. The other band has energy \(t(1+|z_1+z_2|^2)\ge t\), so the flat band is isolated.

Now describe the same band by a poorer choice of compact states,

\[
|w_{\mathbf R}\rangle=4|u_{\mathbf R}\rangle-|u_{\mathbf R+\mathbf a_1}\rangle-|u_{\mathbf R-\mathbf a_1}\rangle-|u_{\mathbf R+\mathbf a_2}\rangle-|u_{\mathbf R-\mathbf a_2}\rangle .
\]

A relation \(\sum_{\mathbf R} c_{\mathbf R}|w_{\mathbf R}\rangle=0\) requires \(c\) to satisfy the discrete Laplace equation. Multiplying that equation by \(c_{\mathbf R}^*\) and summing over the torus gives

\[
\sum_{\mathbf R}\sum_{j=1,2}|c_{\mathbf R+\mathbf a_j}-c_{\mathbf R}|^2=0,
\]

so \(c\) is constant. These \(N\) compact states have rank \(N-1\), as the hexagons do, yet the gap is at least \(t\).

The difference lies in how the Bloch vector vanishes. For the states \(|w_{\mathbf R}\rangle\) it is a scalar, \(4-2\cos k_1-2\cos k_2\), times a vector that is nonzero and continuous at \(\Gamma\). Dividing out the scalar removes the zero. For the hexagons, to first order,

\[
\mathbf f\simeq-i\,(k_2-k_1,\;-k_2,\;k_1).
\]

Approaching \(\Gamma\) with \(k_2=0\) gives the direction \((-1,0,1)\); with \(k_1=0\) it gives \((1,-1,0)\). No scalar factor can reconcile these two directions.

This supplies the missing argument, and in more generality than the original model. Let \(H\) be any translation-invariant Hermitian Hamiltonian on the kagome sites whose hopping amplitudes are absolutely summable, and let the hexagon states be eigenstates at \(E_0\). Then \(H(\mathbf k)\) is continuous and \(H(\mathbf k)\mathbf f(\mathbf k)=E_0\mathbf f(\mathbf k)\). Divide by \(-ik_1\) along the first path and by \(-ik_2\) along the second, then let \(\mathbf k\to0\):

\[
H(0)\begin{pmatrix}-1\\0\\1\end{pmatrix}=E_0\begin{pmatrix}-1\\0\\1\end{pmatrix},\qquad
H(0)\begin{pmatrix}1\\-1\\0\end{pmatrix}=E_0\begin{pmatrix}1\\-1\\0\end{pmatrix}.
\]

The vectors are independent, so \(E_0\) is at least doubly degenerate at \(\Gamma\), and a second band must reach it. The loops express the same fact in real space: \(\sum_m|r_m\rangle\) is the uniform state \((1,-1,0)\), and \(\sum_n|c_n\rangle\) is the uniform state \((1,0,-1)\).

**A torus of 24 cells**

Set \(t=1\) and take \(L_1=6\), \(L_2=4\), which gives \(N=24\) and \(3N=72\) sites. The ranks below come from explicit state vectors, the degeneracy from diagonalizing \(H\) in real space; other sizes are shown for comparison.

| Torus | \(N\) | Hexagons | + row loop | + both loops | Degeneracy |
|---|---|---|---|---|---|
| 3×3 | 9 | 8 | 9 | 10 | 10 |
| 4×3 | 12 | 11 | 12 | 13 | 13 |
| 5×5 | 25 | 24 | 25 | 26 | 26 |
| 6×4 | 24 | 23 | 24 | 25 | 25 |

On the 6×4 torus the sublattice sums are \((6,-6,0)\) for a row loop and \((4,0,-4)\) for a column loop. Adding all four row loops to the hexagons gives rank 24, the same as adding one. At \(\Gamma\) the energies are \(-2,-2,4\), in agreement with \(|g|=3\).

The general theorem was tested on Hermitian hoppings between cells displaced by \(n_1\mathbf a_1+n_2\mathbf a_2\) with \(|n_1|,|n_2|\le1\). These have 81 real parameters, of which 18 remain free once the hexagon is required to be an eigenstate at \(E_0=0\) (a uniform on-site shift would only move \(E_0\)). In 20 random members of this family the second level at \(\Gamma\) coincided with the flat energy to rounding error. Away from \(\Gamma\), each model had a second level at least 0.25 from the flat energy at one or more of four sample momenta, for parameter vectors of unit length; this number describes the 20 models drawn and is not a bound for the family.

The theorem also says that opening the gap at \(\Gamma\) must spoil the hexagon eigenstates. As an illustration, replace \(t\) by \(t+i\lambda\) for the matrix elements \(\langle A|H|B\rangle\), \(\langle B|H|C\rangle\), \(\langle C|H|A\rangle\), and by \(t-i\lambda\) for their conjugates. At \(\Gamma\) each pair of sublattices is joined by two bonds. The matrix is cyclic, with eigenvectors \((1,e^{i\varphi},e^{2i\varphi})\), \(\varphi=0,\pm2\pi/3\), and

\[
E(\varphi)=2(t+i\lambda)e^{i\varphi}+2(t-i\lambda)e^{-i\varphi}=4(t\cos\varphi-\lambda\sin\varphi).
\]

The former doublet splits to \(-2t\mp2\sqrt3\,\lambda\). For \(\lambda=0.1t\) the splitting is \(4\sqrt3\times0.1t=0.693t\). On a 48×48 momentum grid the smallest direct gap is \(0.6825t\), slightly less than at \(\Gamma\), so the minimum lies elsewhere. The lowest band has acquired a width of \(0.346t\). This is one example. The theorem excludes only a gap at the energy of the alternating-sign states \(|h_{\mathbf R}\rangle\) while they are eigenstates; it does not forbid gaps between the other bands, nor isolated flat bands built from other compact states. At \(\lambda=t/\sqrt3\), for instance, the middle band of this same model is flat at \(E=0\) and lies \(2t\) from both neighbours, and it is spanned by six-site states on the same hexagons whose amplitudes are cube roots of unity instead of alternating signs.

**Where the claims depend on the boundary**

Give the torus an antiperiodic boundary along \(\mathbf a_1\), with matching signs in the hexagons that cross the seam. The allowed values \(k_1=(2n+1)\pi/L_1\) exclude \(\Gamma\). Now \(\mathbf f\ne0\) at every allowed momentum, so the \(N\) hexagons are independent and span the whole \(N\)-fold eigenspace. On the 6×4 torus both numbers are 24. Step 1 is then correct. The function \(H(\mathbf k)\) has not changed and its bands still touch at \(\Gamma\); this finite torus does not sample that point. Both the dependence and the extra state are thus features of a torus whose momenta include \(\Gamma\); their absence on another torus does not mean that the touching is gone.

On the infinite plane no finite set of hexagons is dependent, because constant coefficients that vanish far away vanish everywhere. The hexagons also span the flat band in the sense of limits. A normalizable flat-band state has the form \(\alpha(\mathbf k)\mathbf f/|\mathbf f|\). If it is orthogonal to every hexagon, all Fourier coefficients of \(\alpha|\mathbf f|\) vanish, and since \(\mathbf f=0\) at a single point, \(\alpha=0\) almost everywhere.

They are nevertheless a poor basis. The eigenvalues of their overlap matrix are the values of \(|\mathbf f|^2\) at the allowed momenta. On the periodic 6×4 torus the lowest two are 0 and \(4-4\cos(2\pi/6)=2\). On an \(L\times L\) torus the momentum \((k_1,k_2)=(2\pi/L,0)\) gives \(4-4\cos(2\pi/L)\simeq8\pi^2/L^2\), so nonzero eigenvalues approach zero as the system grows.

Nor can they be turned into exponentially localized Wannier functions for the flat band alone. The Bloch transform of such a function would be a continuous unit vector \(\mathbf w(\mathbf k)\), and the band projector \(\mathbf w\mathbf w^\dagger\) would be continuous. The directions \((-1,0,1)/\sqrt2\) and \((1,-1,0)/\sqrt2\) found at \(\Gamma\) have squared overlap \(1/4\), whereas continuity would require 1.

**Recommended restatement**

On a periodic torus the hexagon states have rank \(N-1\). Together with two noncontractible loops they span the \((N+1)\)-fold eigenspace at \(-2t\), which is one state more than a band can hold. The touching follows from that excess or, for any Hamiltonian in the class above, from the direction-dependent limit of the hexagon Bloch vector at \(\Gamma\). The numerical check checks the counts, the theorem and the counterexample numerically.

## Calculated quantities

```
Energies in units of t, lengths in units of a
Torus counts: hex = rank of hexagons, +1, +2 = with loops,
deg = number of eigenvalues at -2t from diagonalization
3x3: N=9 hex=8 +1=9 +2=10 deg=10; antiperiodic: hex=9 deg=9
4x3: N=12 hex=11 +1=12 +2=13 deg=13; antiperiodic: hex=12 deg=12
5x5: N=25 hex=24 +1=25 +2=26 deg=26; antiperiodic: hex=25 deg=25
6x4: N=24 hex=23 +1=24 +2=25 deg=25; antiperiodic: hex=24 deg=24
Sites on the 6x4 torus: 72
Rank with all 4 row loops added to hexagons: 24
Rank with all row and column loops added: 25
Sublattice sums (A,B,C), row loop: [6, -6, 0]
Sublattice sums (A,B,C), column loop: [4, 0, -4]
Hexagon Gram eigenvalues: smallest 0.0000, next 2.0000, largest 8.7321
Band energies at Gamma (t): -2.0000 -2.0000 4.0000
Touching band: (E+2t)/(ka)^2 at ka=0.01: 0.25000 t
Squared overlap of flat-band vectors at k=(0.001,0) and (0,0.001): 0.2500
General hoppings: 81 real parameters, 18 left free by the hexagon condition
20 random models, distance of second level from flat energy:
  at Gamma, largest: 1.8e-15 (rounding level)
  at generic k, smallest over models: 0.2591
Imaginary hopping 0.10 t: gap at Gamma 0.6928 t
  smallest direct gap on 48x48 grid 0.6825 t, lowest-band width 0.3464 t
Two-orbital counterexample on 6x4: flat states 24, gap 1.0000 t
  rank of original compact set 24, of stencil set 23
```
